# One Gaussian for hydrogen and helium: energy, cusp and tail errors

## Problem

An electron in an atom with nuclear charge \(Z\) is described by a single normalized Gaussian centred on the nucleus,

\[
\varphi(r)=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r^2},\qquad \alpha>0 .
\]

The nucleus is a fixed point charge and the Hamiltonian is non-relativistic. The algebra uses atomic units; numbers are given in eV and angstrom, with atomic units added for the main results.

(a) Find the kinetic energy, the nuclear attraction, and the repulsion between two electrons that both occupy \(\varphi\).

(b) Find the exponent that minimizes the energy of hydrogen, and that energy.

(c) Do the same for helium, with two electrons of opposite spin in \(\varphi\).

(d) For hydrogen, write the energy error as an integral of a non-negative local quantity. Use it to decide how much of the error arises near the nucleus, where the true orbital has a cusp, and how much in the tail.

(e) Extend the analysis to helium, measuring the error from the Hartree-Fock limit.

(f) Is the error due to having a single parameter, or to the Gaussian shape?

## Solution

### (a) The integrals

The density \(\varphi^2=(2\alpha/\pi)^{3/2}e^{-2\alpha r^2}\) is a product of three one-dimensional normal distributions, each of variance \(1/(4\alpha)\). Hence \(\langle r^2\rangle=3/(4\alpha)\). Since \(\nabla\varphi=-2\alpha\mathbf r\,\varphi\), the kinetic energy is

\[
\tfrac12\int|\nabla\varphi|^2d^3r=\tfrac12\,4\alpha^2\langle r^2\rangle=\frac{3\alpha}{2}.
\]

For the attraction, consider any normalized density \((\beta/\pi)^{3/2}e^{-\beta r^2}\). It has

\[
\left\langle\frac1r\right\rangle=\left(\frac{\beta}{\pi}\right)^{3/2}4\pi\int_0^\infty r\,e^{-\beta r^2}dr
=\left(\frac{\beta}{\pi}\right)^{3/2}\frac{2\pi}{\beta}=2\sqrt{\frac{\beta}{\pi}} .
\]

Here \(\beta=2\alpha\), so the nuclear attraction is \(-2Z\sqrt{2\alpha/\pi}\).

For the repulsion, introduce \(\mathbf u=\mathbf r_1-\mathbf r_2\) and \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\), a change of variables with unit Jacobian. Because \(r_1^2+r_2^2=2R^2+u^2/2\), the pair density is proportional to \(e^{-4\alpha R^2}e^{-\alpha u^2}\). The separation \(\mathbf u\) therefore has a Gaussian distribution with \(\beta=\alpha\), and

\[
J=\left\langle\frac1u\right\rangle=2\sqrt{\frac{\alpha}{\pi}} .
\]

### (b) Hydrogen

Both atoms lead to an energy of the form \(E(\alpha)=A\alpha-B\sqrt\alpha\) with \(A,B>0\). The condition \(A-B/(2\sqrt\alpha)=0\) gives

\[
\sqrt\alpha=\frac{B}{2A},\qquad E=\frac{B^2}{4A}-\frac{B^2}{2A}=-\frac{B^2}{4A}=-A\alpha .
\]

The second derivative, \(B/(4\alpha^{3/2})\), is positive, so this is a minimum. As \(A\alpha\) is the kinetic energy \(T\), the optimum obeys the virial relation \(E=-T\).

For one electron, \(A=3/2\) and \(B=2Z\sqrt{2/\pi}\). Then \(\sqrt\alpha=\tfrac{2Z}{3}\sqrt{2/\pi}\), and

\[
\alpha=\frac{8Z^2}{9\pi},\qquad E=-\frac32\alpha=-\frac{4Z^2}{3\pi}.
\]

For hydrogen, \(Z=1\):

- \(\alpha=8/(9\pi)=0.28294\) bohr\(^{-2}\), or 1.0104 Å\(^{-2}\);
- \(E=-4/(3\pi)=-0.42441\) hartree, or \(-11.549\) eV.

The exact energy in this model is \(-1/2\) hartree, or \(-13.606\) eV. The Gaussian lies 2.057 eV above it, which is 15.1 % of the exact energy. Since the exact one-electron energy is \(-Z^2/2\), the relative error \(1-8/(3\pi)\) is the same for every one-electron ion: a larger charge shrinks the orbital without changing its shape.

### (c) Helium

Electrons of opposite spin have no exchange energy with each other, so the energy is twice the one-electron energy plus \(J\):

\[
E(\alpha)=2\cdot\frac{3\alpha}{2}-2\cdot2Z\sqrt{\frac{2\alpha}{\pi}}+2\sqrt{\frac{\alpha}{\pi}}
=3\alpha-\frac{4\sqrt2\,Z-2}{\sqrt\pi}\sqrt\alpha .
\]

With \(A=3\) and \(B=(4\sqrt2\,Z-2)/\sqrt\pi\),

\[
\sqrt\alpha=\frac{2\sqrt2\,Z-1}{3\sqrt\pi},\qquad E=-3\alpha=-\frac{(2\sqrt2\,Z-1)^2}{3\pi}.
\]

Setting \(Z=2\) gives

\[
\alpha=\frac{(4\sqrt2-1)^2}{9\pi},\qquad E=-\frac{(4\sqrt2-1)^2}{3\pi}.
\]

Numerically, \(\alpha=0.76700\) bohr\(^{-2}\) (2.7390 Å\(^{-2}\)) and \(E=-2.301\) hartree (\(-62.613\) eV). The parts, in eV, add up as

\[
62.613-152.117+26.891=-62.613 ,
\]

for kinetic energy, attraction and repulsion in that order. The total is minus the kinetic energy, as the virial relation requires.

The \(-1\) beside \(4\sqrt2\) comes from the repulsion. It lowers the exponent, so the orbital expands. In the general formula it stands beside \(2\sqrt2\,Z\), so its relative effect fades as \(Z\) grows: the ratio of the energy to \(-8Z^2/(3\pi)\), twice the one-electron result, tends to 1.

### (d) Where hydrogen's error arises

The true orbital is \(\varphi_0=e^{-r}/\sqrt\pi\), with logarithmic slope \(\varphi_0'/\varphi_0=-1\) at every radius. The Gaussian has \(\varphi'/\varphi=-2\alpha r\): zero at the nucleus, and ever steeper further out. To turn this mismatch into an energy, write \(\varphi=f\varphi_0\). Expanding the gradient,

\[
|\nabla(f\varphi_0)|^2=\varphi_0^2|\nabla f|^2+2f\varphi_0\nabla f\cdot\nabla\varphi_0+f^2|\nabla\varphi_0|^2
=\varphi_0^2|\nabla f|^2+\nabla\varphi_0\cdot\nabla(f^2\varphi_0).
\]

Integrate the last term by parts. The surface term vanishes at infinity, because \(\varphi^2\) does, and on a small sphere around the nucleus, because \(\nabla\varphi_0\) stays bounded there. With \(h=-\tfrac12\nabla^2-1/r\),

\[
\langle\varphi|h|\varphi\rangle=\tfrac12\int\varphi_0^2|\nabla f|^2d^3r+\int f^2\varphi_0\,(h\varphi_0)\,d^3r .
\]

Since \(h\varphi_0=E_0\varphi_0\) and \(\varphi\) is normalized, the second integral is \(E_0\). In the first, \(\varphi_0f'=\varphi\,(\varphi'/\varphi-\varphi_0'/\varphi_0)=\varphi\,(1-2\alpha r)\). Therefore

\[
E-E_0=\frac12\int\varphi^2(1-2\alpha r)^2\,d^3r .
\]

This holds for any \(\alpha\). To confirm it, expand the square and use

\[
\langle r\rangle=\left(\frac{2\alpha}{\pi}\right)^{3/2}4\pi\int_0^\infty r^3e^{-2\alpha r^2}dr
=\left(\frac{2\alpha}{\pi}\right)^{3/2}\frac{\pi}{2\alpha^2}=\sqrt{\frac{2}{\pi\alpha}} .
\]

The right-hand side becomes

\[
\tfrac12-2\alpha\langle r\rangle+2\alpha^2\langle r^2\rangle=\tfrac12-2\sqrt{\frac{2\alpha}{\pi}}+\frac{3\alpha}{2},
\]

which is \(E(\alpha)+\tfrac12\), as it should be.

The integrand vanishes at \(r_0=1/(2\alpha)\), or 0.9351 Å at the optimum. Inside \(r_0\) the Gaussian falls too slowly; outside, it falls too fast. The two regions contribute

- cusp side, \(r<r_0\): 1.531 eV, or 74.4 % of the error;
- tail side, \(r>r_0\): 0.526 eV, or 25.6 %.

The cusp is a single point and costs nothing by itself. The label "cusp side" must not be read as "close to the nucleus": \(r_0=1.77\) bohr exceeds the mean radius \(\langle r\rangle=1.5\) bohr, and the region inside it holds 68 % of the electron. The radial error density peaks at 0.73 bohr (0.39 Å), and only 15 % of the error lies within 0.5 bohr (0.26 Å) and 2.6 % within 0.25 bohr. The cost comes from a slope that is too small across the whole inner part of the orbital. The split also depends on the chosen form of the error density: another integration by parts can move part of the same total from one side of \(r_0\) to the other, and the density then need not be non-negative.

A direct repair checks the reading. Keep the Gaussian outside \(r_0\), but inside use \(\varphi(r_0)e^{r_0-r}\). The values match at \(r_0\), and so do the slopes, because \(-2\alpha r_0=-1\). Inside, \(f\) is now constant and the error density is zero. The new function has squared norm 1.2801, so the remaining error is the tail part divided by this norm:

\[
\frac{0.526\ \text{eV}}{1.2801}=0.411\ \text{eV}.
\]

Repairing only the outside gives a squared norm of 1.1259 and leaves \(1.531/1.1259=1.360\) eV. Energies computed directly from the Hamiltonian for the two repaired functions agree with these values. The inner repair gains more. The two gains, 1.646 eV and 0.697 eV, add up to more than the original 2.057 eV, because each repair also changes the normalization.

The energy is a poor witness for the far tail. The error density is weighted with \(\varphi^2\), so regions that the Gaussian hardly reaches count for little, however wrong it is there. The probability of finding the electron beyond 2.5 Å is \(4.34\times10^{-3}\) for the true orbital and \(1.36\times10^{-5}\) for the Gaussian, too small by a factor of about 320. At the nucleus, the Gaussian density is 0.2402 of the true one. Properties that depend on either region can thus be much worse than the energy suggests.

### (e) Helium

The reference is now the Hartree-Fock orbital \(\varphi_0\), the best orbital of any shape for two electrons sharing one orbital. Its energy is \(-2.86168\) hartree (\(-77.870\) eV). This limit leaves out electron correlation, so the exact energy of the same Hamiltonian is lower still. Against the limit, the Gaussian's error is

\[
-62.613-(-77.870)=15.257\ \text{eV},
\]

or 19.6 % of the Hartree-Fock energy. Without the repulsion, the relative error would be the 15.1 % found in (b).

Let \(n=\varphi^2\), \(n_0=\varphi_0^2\), and

\[
(a|b)=\iint\frac{a(\mathbf r_1)\,b(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .
\]

With \(h=-\tfrac12\nabla^2-2/r\), the energy is \(E=2\langle\varphi|h|\varphi\rangle+(n|n)\). The Hartree-Fock orbital obeys \(F_0\varphi_0=\varepsilon_0\varphi_0\), where \(F_0\) is \(h\) plus the electrostatic potential of \(n_0\). Thus \(\langle\varphi|F_0|\varphi\rangle=\langle\varphi|h|\varphi\rangle+(n|n_0)\), and

\[
E=2\langle\varphi|F_0|\varphi\rangle-2(n|n_0)+(n|n),\qquad E_{\rm HF}=2\varepsilon_0-(n_0|n_0).
\]

Subtracting,

\[
E-E_{\rm HF}=2\left[\langle\varphi|F_0|\varphi\rangle-\varepsilon_0\right]+(n-n_0|n-n_0).
\]

The bracket has the form treated in (d), with \(F_0\) in place of \(h\); the derivation needs that \(\varphi_0\) has no nodes and that the potential in \(F_0\) is local, as it is here. It would not hold for the usual closed-shell Fock operator with non-local exchange, although that operator has the same \(\varphi_0\) and \(\varepsilon_0\). The factor 2 cancels the \(\tfrac12\):

\[
E-E_{\rm HF}=\int\varphi^2\left(2\alpha r+\frac{\varphi_0'}{\varphi_0}\right)^2d^3r+(n-n_0|n-n_0).
\]

The last term is the Coulomb self-repulsion of the density error. It is non-negative, but it couples all regions and belongs to neither side.

The slope of \(\varphi_0\) at the nucleus follows from its radial equation. There the terms \(-\varphi_0'/r\) and \(-Z\varphi_0/r\) must cancel, since everything else stays finite. Hence \(\varphi_0'(0)/\varphi_0(0)=-Z\). The numerical orbital reproduces this value to within 0.1 %, whereas the Gaussian has slope zero.

The logarithmic slopes of the two orbitals agree at 0.5595 Å. The error then divides into

- cusp side: 11.063 eV, or 72.5 %;
- tail side: 3.662 eV, or 24.0 %;
- self-repulsion of the density error: 0.532 eV, or 3.5 %.

The pattern is close to hydrogen's, on a smaller length scale and a larger energy scale. Again the cusp side is the inner two thirds of the density (67 %), not the immediate surroundings of the nucleus: the radial error density peaks at 0.43 bohr (0.23 Å), and only 10 % of the local error lies within 0.25 bohr.

### (f) One parameter, or the wrong shape?

Replace the Gaussian by \(\sqrt{\zeta^3/\pi}\,e^{-\zeta r}\), which also has one parameter. Its gradient has magnitude \(\zeta\) times the orbital, so the kinetic energy per electron is \(\zeta^2/2\). Also \(\langle1/r\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=\zeta\).

The potential of one electron's density is the enclosed charge divided by \(r\), plus the contribution of the outer shells:

\[
v(r)=\frac{1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)}{r}+e^{-2\zeta r}(2\zeta^2r+\zeta)
=\frac1r-e^{-2\zeta r}\left(\frac1r+\zeta\right).
\]

Averaging it over the other electron's density gives

\[
J=4\zeta^3\int_0^\infty r^2e^{-2\zeta r}v(r)\,dr
=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac1{32\zeta^2}\right]=\frac58\zeta .
\]

For helium,

\[
E(\zeta)=\zeta^2-4\zeta+\tfrac58\zeta=\zeta^2-\tfrac{27}{8}\zeta,
\]

with its minimum \(-(27/16)^2\) hartree at \(\zeta=27/16\) bohr\(^{-1}\). This is \(-77.489\) eV, at \(\zeta=3.1889\) Å\(^{-1}\). The change of shape alone removes

\[
\frac{77.489-62.613}{15.257}=97.5\ \%
\]

of the Gaussian's error. A single parameter can therefore suffice if the shape is right; three optimized Gaussians, with five free parameters, remove less (95.4 %). The gain is not due to the cusp alone: the one-parameter function \((1+\zeta r)e^{-\zeta r}\), which has no cusp, already removes 67 %. The exponential is not perfect either: its constant logarithmic slope \(-27/16\) is too shallow at the nucleus, where it should be \(-2\), and too steep beyond 0.79 bohr. Both regions contribute comparably to the remaining 0.381 eV.

The fault can also be cured with more Gaussians. A sum \(\sum_ic_ie^{-\alpha_ir^2}\) has derivative \(-2r\sum_ic_i\alpha_ie^{-\alpha_ir^2}\), which vanishes at \(r=0\) for any finite number of terms, so the cusp is never reproduced. Steep Gaussians can, however, confine the wrong slope to a small radius \(\delta\). The slope mismatch there is of order \(Z\), so by the local formula its cost is of order \(Z^2\varphi_0(0)^2\delta^3\), which shrinks quickly with \(\delta\). For helium, fourteen Gaussians with exponents in geometric progression come within about \(2\times10^{-4}\) eV of the Hartree-Fock limit. A good energy does not require a true cusp, provided that the region of wrong slope around the nucleus is small and the orbital is accurate elsewhere.

The main values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
1 hartree = 27.2114 eV, 1 bohr = 0.529177 angstrom
H exponent: 0.28294 bohr^-2 = 1.0104 angstrom^-2
H exponent from numerical search: 1.0104 angstrom^-2
H energy, one Gaussian: -0.42441 hartree = -11.549 eV
H exact energy: -13.606 eV
H error: 2.057 eV, relative 15.1 %
H radius where slopes agree: 0.9351 angstrom
H error, cusp side: 1.531 eV (74.4 %)
H error, tail side: 0.526 eV (25.6 %)
H norm after inner repair: 1.2801
H error left after inner repair: 0.411 eV
H norm after outer repair: 1.1259
H error left after outer repair: 1.360 eV
H density at nucleus, Gaussian/exact: 0.2402
H probability beyond 2.5 angstrom, exact: 4.34e-03
H probability beyond 2.5 angstrom, Gaussian: 1.36e-05
He exponent: 0.76700 bohr^-2 = 2.7390 angstrom^-2
He exponent from numerical search: 2.7390 angstrom^-2
He kinetic energy, both electrons: 62.613 eV
He nuclear attraction, both electrons: -152.117 eV
He electron repulsion J: 26.891 eV
He energy, one Gaussian: -2.30099 hartree = -62.613 eV
He Hartree-Fock limit: -2.86168 hartree = -77.870 eV
He error against that limit: 15.257 eV, relative 19.6 %
He HF log slope at nucleus divided by -Z: 1.000
He radius where slopes agree: 0.5595 angstrom
He error, cusp side: 11.063 eV (72.5 %)
He error, tail side: 3.662 eV (24.0 %)
He error, density self-repulsion: 0.532 eV (3.5 %)
He exponential orbital, zeta: 3.1889 angstrom^-1
He energy, one exponential: -77.489 eV
He share of Gaussian error removed by it: 97.5 %
He energy, 14 Gaussians: -77.870 eV
He error, 14 Gaussians: 1.6e-04 eV
```
